# Average Switching Energy of a Capacitive Modulator for Random NRZ Bits: test program

```python
"""Average switching energy of a capacitive modulator for random NRZ bits.

Result under test: E_bit = C V^2 / 4 for independent, equally likely bits,
full settling, and a switch between two fixed rails a voltage V apart.
With finite settling: E_bit = (C V^2 / 4) (1 - exp(-T/(R C))).
C: capacitance, V: full voltage swing, R: series resistance, T: bit time.
Circuit units: fF, V, kohm, ps, mA, fJ (consistent: fF*kohm = ps, and
V*mA*ps = fJ). Junction estimates use SI units.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid

C = 20.0             # fF
V = 2.0              # V
R = 0.2              # kohm
bit_rate = 25.0      # Gb/s
T = 1000.0 / bit_rate  # ps


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def edge(v_start, v_rail, capacitance, resistance):
    """Integrate one edge; return supply energy and resistor heat in fJ."""
    def rhs(t, y):
        r = resistance(y[0])
        current = (v_rail - y[0]) / r
        return [current / capacitance(y[0]), v_rail * current,
                current**2 * r]
    sol = solve_ivp(rhs, (0.0, 400.0), [v_start, 0.0, 0.0],
                    method="DOP853", rtol=1e-9, atol=1e-10)
    assert sol.success
    return sol.y[1, -1], sol.y[2, -1]


# Formula values
E_cycle = C * V**2
E_edge = E_cycle / 2
E_bit = E_cycle / 4

# Energy balance of single edges, for constant and varying resistance
for resistance in (lambda v: R, lambda v: R * (1 + (v / V)**2)):
    supply_up, heat_up = edge(0.0, V, lambda v: C, resistance)
    supply_down, heat_down = edge(V, 0.0, lambda v: C, resistance)
    assert close(supply_up, E_cycle, 1e-6)
    assert close(heat_up, E_edge, 1e-6)
    assert abs(supply_down) < 1e-9
    assert close(heat_down, E_edge, 1e-6)

# Only the swing matters over a cycle, not the mean bias
for low, high in ((-1.0, 1.0), (1.0, 3.0)):
    up = edge(low, high, lambda v: C, lambda v: R)
    down = edge(high, low, lambda v: C, lambda v: R)
    assert close(up[0] + down[0], E_cycle, 1e-6)
    assert close(up[1] + down[1], E_cycle, 1e-6)


# Explicit average over every bit string, using the integrated edge energy
def enumerated_energy(p_one, n_bits=9):
    total = 0.0
    for bits in product((0, 1), repeat=n_bits + 1):
        ones = sum(bits)
        weight = p_one**ones * (1 - p_one)**(n_bits + 1 - ones)
        drawn = sum(supply_up for old, new in zip(bits, bits[1:])
                    if new > old)
        total += weight * drawn / n_bits
    return total


E_enumerated = enumerated_energy(0.5)
assert close(E_enumerated, E_bit, 1e-6)
assert close(enumerated_energy(0.3), 0.3 * 0.7 * E_cycle, 1e-6)
alternating = [0, 1] * 500 + [0]
E_alternating = sum(supply_up for a, b in zip(alternating, alternating[1:])
                    if b > a) / 1000
assert close(E_alternating, E_cycle / 2, 1e-6)


# Finite settling: time-step all bit histories, heat of the last bit
def mean_heat_last_bit(bit_time, n_bits=12, steps=100):
    histories = np.array(list(product((0.0, V), repeat=n_bits)))
    y = np.zeros((2, len(histories)))
    y[0] = V / 2
    dt = bit_time / steps
    for k in range(n_bits):
        rail = histories[:, k]
        y[1] = 0.0

        def rhs(state):
            current = (rail - state[0]) / R
            return np.array([current / C, current**2 * R])
        for _ in range(steps):
            k1 = rhs(y)
            k2 = rhs(y + dt * k1 / 2)
            k3 = rhs(y + dt * k2 / 2)
            k4 = rhs(y + dt * k3)
            y = y + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return y[1].mean()


tau = R * C
short_T = 0.7 * tau
E_short_numeric = mean_heat_last_bit(short_T)
E_short = E_bit * (1 - np.exp(-short_T / tau))
assert close(E_short_numeric, E_short, 1e-6)
settling_loss = E_bit * np.exp(-T / tau)

# Silicon junction, rough typical values, equal doping on both sides
q, kB, hbar = const.e, const.k, const.hbar
eps = 11.7 * const.epsilon_0
doping = 1e24            # m^-3
gap = 1.12               # eV
radius, height = 10e-6, 0.22e-6   # m
area = 2 * np.pi * radius * height


def built_in(temp):
    n_i = 1e16 * (temp / 300)**1.5 * np.exp(
        -gap * q / (2 * kB) * (1 / temp - 1 / 300))
    return 2 * kB * temp / q * np.log(doping / n_i)


def width(v, v_bi):
    return np.sqrt(4 * eps * (v_bi + v) / (q * doping))


def average_ratio(v_bi):
    """Swing-averaged capacitance divided by zero-bias capacitance."""
    return 2 * v_bi / V * (np.sqrt(1 + V / v_bi) - 1)


Vbi = built_in(300.0)
C0 = eps * area / width(0.0, Vbi) * 1e15   # fF
C_junction = C0 * average_ratio(Vbi)


def junction_cap(v):
    return eps * area / width(v, Vbi) * 1e15


j_up = edge(0.0, V, junction_cap, lambda v: R)
j_down = edge(V, 0.0, junction_cap, lambda v: R)
assert close(j_up[1] + j_down[1], C_junction * V**2, 1e-6)
assert close(j_up[0], C_junction * V**2, 1e-6)
E_if_zero_bias = E_bit * average_ratio(Vbi)
E_if_mid_bias = E_if_zero_bias * np.sqrt(1 + V / 2 / Vbi)
Vbi_hot = built_in(350.0)
C_hot = (eps * area / width(0.0, Vbi_hot) * 1e15
         * average_ratio(Vbi_hot))
hot_change = C_hot / C_junction - 1

# Peak field from the formula, checked by integrating the charge profile
W = width(V, Vbi)
field = 2 * (Vbi + V) / W                  # V/m
cells = 2000
dx = W / cells
rho = q * doping * np.where(np.arange(cells) < cells // 2, 1.0, -1.0)
profile = np.concatenate(([0.0], np.cumsum(rho) * dx / eps))
assert close(profile.max(), field, 1e-9)
assert close(trapezoid(profile, dx=dx), Vbi + V, 1e-9)
breakdown_field = 1e8                     # V/m, rough

# Two-band tunnelling exponent and order-of-magnitude current
mass = 0.2 * const.m_e
integral = quad(lambda e: np.sqrt(e * (1 - e / gap)), 0, gap)[0]
exponent = (2 * np.sqrt(2 * mass) / hbar * integral * q**1.5
            / (q * field))
closed_exponent = (np.pi * np.sqrt(2 * mass) * (gap * q)**1.5
                   / (4 * q * hbar * field))
assert close(exponent, closed_exponent, 1e-6)
lattice = 0.543e-9
valence_electrons = 32 / lattice**3 * area * W
attempt_rate = q * field * lattice / const.h
I_tunnel = q * valence_electrons * attempt_rate * np.exp(-exponent)
E_tunnel = I_tunnel * 1e3 * V * T / 2      # fJ

# Other neglected contributions, rough typical inputs
I_photo = 0.010       # mA, at the high level
C_wire = 10.0         # fF
P_heater = 1.0        # mW
R_term = 0.050        # kohm
E_photo = I_photo * V * T / 2
E_wire = C_wire * V**2 / 4
E_heater = P_heater * T
E_term = V**2 / R_term * T / 2

assert close(E_bit, 20.0, 1e-12)
assert field < breakdown_field
assert max(settling_loss, E_photo, E_tunnel) < 0.05 * E_bit
assert E_term > 10 * E_bit

print(f"capacitance C: {C:.1f} fF")
print(f"voltage swing V: {V:.1f} V")
print(f"charge moved per edge: {C * V:.1f} fC")
print(f"electrons moved per edge: {C * V * 1e-15 / q:.3e}")
print(f"supply energy, rising edge (integrated): {supply_up:.4f} fJ")
print(f"heat, rising edge (integrated): {heat_up:.4f} fJ")
print(f"heat, falling edge (integrated): {heat_down:.4f} fJ")
print(f"energy per full cycle, C V^2: {E_cycle:.1f} fJ")
print(f"average per random bit, C V^2/4: {E_bit:.1f} fJ")
print(f"average over all bit strings: {E_enumerated:.4f} fJ")
print(f"alternating pattern, per bit: {E_alternating:.4f} fJ")
print(f"bits with 30 percent ones: {0.3 * 0.7 * E_cycle:.1f} fJ")
print(f"bit rate: {bit_rate:.1f} Gb/s")
print(f"bit time T: {T:.1f} ps")
print(f"average switching power: {E_bit / T:.3f} mW")
print(f"series resistance R: {R * 1000:.0f} ohm")
print(f"time constant RC: {tau:.1f} ps")
print(f"energy deficit from settling: {settling_loss:.5f} fJ")
print(f"short-bit test, T/RC: {short_T / tau:.2f}")
print(f"short-bit energy, waveforms: {E_short_numeric:.5f} fJ")
print(f"short-bit energy, formula: {E_short:.5f} fJ")
print("-- silicon ring junction, rough typical inputs --")
print(f"ring radius: {radius * 1e6:.1f} um")
print(f"junction height: {height * 1e6:.2f} um")
print(f"doping on each side: {doping * 1e-6:.1e} cm^-3")
print(f"built-in voltage at 300 K: {Vbi:.3f} V")
print(f"zero-bias capacitance: {C0:.1f} fF")
print(f"swing-averaged capacitance: {C_junction:.1f} fF")
print(f"E_bit if 20 fF is the zero-bias value: {E_if_zero_bias:.1f} fJ")
print(f"E_bit if 20 fF is the mid-bias value: {E_if_mid_bias:.1f} fJ")
print(f"energy change, 300 K to 350 K: {100 * hot_change:.1f} percent")
print(f"depletion width at full swing: {W * 1e9:.1f} nm")
print(f"peak field at full swing: {field * 1e-8:.2f} MV/cm")
print(f"rough breakdown field: {breakdown_field * 1e-8:.1f} MV/cm")
print(f"tunnelling exponent: {exponent:.1f}")
print(f"tunnelling energy per bit, rough: {E_tunnel:.0e} fJ")
print("-- other contributions per bit, rough inputs --")
print(f"photocurrent at high level: {I_photo * 1000:.0f} uA")
print(f"photocurrent energy: {E_photo:.2f} fJ")
print(f"wiring capacitance: {C_wire:.0f} fF")
print(f"wiring energy: {E_wire:.1f} fJ")
print(f"heater power: {P_heater:.1f} mW")
print(f"heater energy: {E_heater:.1f} fJ")
print(f"termination resistance: {R_term * 1000:.0f} ohm")
print(f"termination energy: {E_term:.0f} fJ")
print("checks complete")
```

Printed output:

```
capacitance C: 20.0 fF
voltage swing V: 2.0 V
charge moved per edge: 40.0 fC
electrons moved per edge: 2.497e+05
supply energy, rising edge (integrated): 80.0000 fJ
heat, rising edge (integrated): 40.0000 fJ
heat, falling edge (integrated): 40.0000 fJ
energy per full cycle, C V^2: 80.0 fJ
average per random bit, C V^2/4: 20.0 fJ
average over all bit strings: 20.0000 fJ
alternating pattern, per bit: 40.0000 fJ
bits with 30 percent ones: 16.8 fJ
bit rate: 25.0 Gb/s
bit time T: 40.0 ps
average switching power: 0.500 mW
series resistance R: 200 ohm
time constant RC: 4.0 ps
energy deficit from settling: 0.00091 fJ
short-bit test, T/RC: 0.70
short-bit energy, waveforms: 10.06829 fJ
short-bit energy, formula: 10.06829 fJ
-- silicon ring junction, rough typical inputs --
ring radius: 10.0 um
junction height: 0.22 um
doping on each side: 1.0e+18 cm^-3
built-in voltage at 300 K: 0.952 V
zero-bias capacitance: 28.9 fF
swing-averaged capacitance: 20.9 fF
E_bit if 20 fF is the zero-bias value: 14.5 fJ
E_bit if 20 fF is the mid-bias value: 20.7 fJ
energy change, 300 K to 350 K: 1.3 percent
depletion width at full swing: 87.4 nm
peak field at full swing: 0.68 MV/cm
rough breakdown field: 1.0 MV/cm
tunnelling exponent: 31.6
tunnelling energy per bit, rough: 3e-04 fJ
-- other contributions per bit, rough inputs --
photocurrent at high level: 10 uA
photocurrent energy: 0.40 fJ
wiring capacitance: 10 fF
wiring energy: 10.0 fJ
heater power: 1.0 mW
heater energy: 40.0 fJ
termination resistance: 50 ohm
termination energy: 1600 fJ
checks complete
```
